# The Kramers-Pasternack recursion for hydrogenic radial moments

## 1. The moments and their range

Several contributions to the energy of an electron bound to a single nucleus are found, exactly or to first order, from averages of powers of its distance \(r\) from the nucleus. The diamagnetic energy contains \(\langle r^2\rangle\), the attraction to the nucleus contains \(\langle r^{-1}\rangle\), and the spin-orbit energy contains \(\langle r^{-3}\rangle\). Each average can be found by integrating a squared Laguerre polynomial, but the integrals are related, and most of them follow from normalization without any wavefunction being written down.

The model is a nonrelativistic electron and a fixed point nucleus of charge \(Z\), in Hartree atomic units: lengths are in bohr and energies in hartree. With \(u(r)=rR(r)\), where \(R\) is the radial wavefunction, the bound states obey

\[
Hu=Eu,\qquad H=-\frac12\frac{d^2}{dr^2}+V(r),\qquad V=\frac{L}{2r^2}-\frac Zr,\qquad L=l(l+1).
\]

Take \(u\) real and normalized, \(\int_0^\infty u^2dr=1\), and define \(\langle r^k\rangle=\int_0^\infty r^ku^2dr\). Near the origin \(u\approx A\,r^{l+1}\), so the integrand behaves as \(r^{k+2l+2}\) and the moment exists for \(k>-2l-3\). The lowest integer moment is therefore \(\langle r^{-2l-2}\rangle\). For an s state this is \(\langle r^{-2}\rangle\), and \(\langle r^{-3}\rangle\) diverges.

The result to be derived is

\[
\frac{k+1}{n^2}\langle r^k\rangle-\frac{2k+1}{Z}\langle r^{k-1}\rangle+\frac{k}{4Z^2}\left[(2l+1)^2-k^2\right]\langle r^{k-2}\rangle=0,\qquad k>-2l-1. \tag{1}
\]

## 2. Energy for real l

The energy is needed in (1), and its dependence on a continuously varied \(l\) is needed in section 6. Both come from one series. Put \(E=-\kappa^2/2\) and \(u=r^{l+1}e^{-\kappa r}v(r)\). Differentiating twice gives

\[
u''=r^{l+1}e^{-\kappa r}\left[v''+2\left(\frac{l+1}{r}-\kappa\right)v'+\left(\frac{L}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2\right)v\right].
\]

The radial equation demands \(u''=(L/r^2-2Z/r+\kappa^2)u\). The terms in \(L/r^2\) and \(\kappa^2\) cancel, and multiplication by \(r\) leaves

\[
rv''+2(l+1-\kappa r)v'+2[Z-\kappa(l+1)]v=0.
\]

Insert \(v=\sum_jc_jr^j\) and collect the coefficient of \(r^j\):

\[
(j+1)(j+2l+2)\,c_{j+1}=2[\kappa(j+l+1)-Z]\,c_j .
\]

If the series did not end, \(c_{j+1}/c_j\) would approach \(2\kappa/j\). Then \(v\) would grow like \(e^{2\kappa r}\), apart from a power of \(r\), and \(u\) could not be normalized. The series must end at some \(j=n_r\), where \(n_r=0,1,2,\dots\) is the number of radial nodes. Hence

\[
\kappa=\frac{Z}{n_r+l+1},\qquad E=-\frac{Z^2}{2(n_r+l+1)^2}. \tag{2}
\]

This argument does not require \(l\) to be an integer. For a physical state \(n=n_r+l+1\) is the principal quantum number, and \(E=-Z^2/(2n^2)\).

## 3. The hypervirial commutator

In a stationary state the average of \([H,G]\) vanishes if \(H\) may be moved from one side of the integral to the other. Useful relations arise when the commutator, acting on \(u\), reduces to multiplication by a function of \(r\). Try

\[
G=f(r)\frac{d}{dr}+g(r).
\]

The second derivative of \(Gu\) is

\[
(fu'+gu)''=fu'''+2f'u''+f''u'+gu''+2g'u'+g''u .
\]

Subtracting \(G(u'')=fu'''+gu''\) removes the third derivative. The potential part of the commutator is \(V(fu'+gu)-f(Vu)'-gVu=-fV'u\). Together,

\[
[H,G]u=-f'u''-\left(\tfrac12f''+g'\right)u'-\tfrac12g''u-fV'u .
\]

The term in \(u'\) disappears if \(g'=-f''/2\), so choose \(g=-f'/2\). Then \(-g''/2=f'''/4\). The radial equation gives \(u''=2(V-E)u\), and therefore

\[
[H,G]u=\left[2f'(E-V)-fV'+\tfrac14f'''\right]u . \tag{3}
\]

No property of the Coulomb potential has been used in (3).

### The boundary term

Let \(w=Gu\). Since \(Hu=Eu\), we have \(GHu=Ew\), and \(\int uEw\,dr=\int wHu\,dr\). The potential cancels between the two terms:

\[
\int_0^\infty u[H,G]u\,dr=\int_0^\infty(uHw-wHu)\,dr=-\frac12\int_0^\infty(uw''-wu'')\,dr=-\frac12\Big[uw'-u'w\Big]_0^\infty. \tag{4}
\]

The last step holds because \(uw''-wu''\) is the derivative of \(uw'-u'w\). The upper limit vanishes through the exponential decay of \(u\). At the lower limit take \(f=r^{k+1}\) and \(u\approx Ar^{l+1}\):

\[
w\approx A\left[(l+1)-\frac{k+1}{2}\right]r^{k+l+1}=\frac A2(2l+1-k)\,r^{k+l+1}.
\]

In \(uw'-u'w\) the two derivatives bring down the factors \(k+l+1\) and \(l+1\), whose difference is \(k\). Thus

\[
uw'-u'w\approx\frac{A^2}{2}k(2l+1-k)\,r^{2l+1+k}\qquad(r\to0). \tag{5}
\]

Corrections to \(u\) are smaller by a factor of order \(r\). The bracket vanishes at the origin when \(k>-2l-1\), which is the condition attached to (1). It is also the condition for \(\langle r^{k-2}\rangle\) to converge.

## 4. The recursion

With \(f=r^{k+1}\) and \(V'=-L/r^3+Z/r^2\), the three parts of (3) are

\[
\begin{aligned}
2f'(E-V)&=2(k+1)E\,r^k+2(k+1)Z\,r^{k-1}-(k+1)L\,r^{k-2},\\
-fV'&=-Z\,r^{k-1}+L\,r^{k-2},\\
\tfrac14f'''&=\tfrac14(k+1)k(k-1)\,r^{k-2}.
\end{aligned}
\]

The coefficient of \(r^{k-1}\) is \((2k+2-1)Z=(2k+1)Z\). The coefficient of \(r^{k-2}\) is

\[
-kL+\frac{k(k^2-1)}4=-\frac k4\left[4L+1-k^2\right]=-\frac k4\left[(2l+1)^2-k^2\right],
\]

because \(4l(l+1)+1=(2l+1)^2\). Setting the average to zero gives

\[
2(k+1)E\langle r^k\rangle+(2k+1)Z\langle r^{k-1}\rangle-\frac k4\left[(2l+1)^2-k^2\right]\langle r^{k-2}\rangle=0 .
\]

Now put \(2E=-Z^2/n^2\) and divide by \(-Z^2\). All three signs reverse, and the result is (1).

## 5. From normalization to the third moment

Normalization supplies \(\langle r^0\rangle=1\).

**k = 0.** The last term of (1) has the factor \(k=0\) and drops out. This is permitted for s states too, since \(\langle r^{-2}\rangle\) is finite. What remains is \(1/n^2-\langle r^{-1}\rangle/Z=0\), so

\[
\langle r^{-1}\rangle=\frac Z{n^2}.
\]

This is the virial theorem: the average Coulomb energy \(-Z\langle r^{-1}\rangle=-Z^2/n^2\) is twice the total energy.

**k = 1.** Here \((2l+1)^2-1=4L\), and

\[
\frac2{n^2}\langle r\rangle=\frac3Z-\frac L{Z^2}\frac Z{n^2}
\quad\Longrightarrow\quad
\langle r\rangle=\frac{3n^2-L}{2Z}.
\]

**k = 2.** Here \((2l+1)^2-4=4L-3\), and

\[
\frac3{n^2}\langle r^2\rangle=\frac5Z\,\frac{3n^2-L}{2Z}-\frac{4L-3}{2Z^2}=\frac{15n^2-9L+3}{2Z^2}
\quad\Longrightarrow\quad
\langle r^2\rangle=\frac{n^2(5n^2+1-3L)}{2Z^2}.
\]

**k = 3.** Here \((2l+1)^2-9=4(L-2)\), and

\[
\begin{aligned}
\frac4{n^2}\langle r^3\rangle&=\frac7Z\langle r^2\rangle-\frac{3(L-2)}{Z^2}\langle r\rangle\\
&=\frac{7n^2(5n^2+1-3L)-3(L-2)(3n^2-L)}{2Z^3}.
\end{aligned}
\]

The second product expands to \(-9n^2L+3L^2+18n^2-6L\). Adding the first and multiplying by \(n^2/4\),

\[
\langle r^3\rangle=\frac{n^2}{8Z^3}\left[35n^4+25n^2-30n^2L+3L^2-6L\right].
\]

For the ground state with \(Z=1\) this gives \(60/8=7.5\). Direct integration with \(u=2re^{-r}\) gives \(4\cdot5!/2^6=7.5\) as well.

The width of the radial distribution follows from the first two positive moments:

\[
\langle r^2\rangle-\langle r\rangle^2=\frac{2n^2(5n^2+1-3L)-(3n^2-L)^2}{4Z^2}=\frac{n^4+2n^2-L^2}{4Z^2}. \tag{6}
\]

The terms \(\mp6n^2L\) cancel in the last step. For \(l=n-1\), \(L=n^2-n\), so the variance is \(n^2(2n+1)/(4Z^2)\) while \(\langle r\rangle=n(2n+1)/(2Z)\). The relative width is then \(1/\sqrt{2n+1}\), which tends to zero for large \(n\). The spread itself grows with \(n\), but more slowly than the mean radius, so on the scale of the orbit the radius becomes sharp, as for a classical circular orbit.

## 6. The missing inverse square

The upward sequence contains \(\langle r^{-1}\rangle\) and \(\langle r\rangle\) but passes over \(\langle r^{-2}\rangle\). Two zeros in (1) are responsible. At \(k=0\), the relation that could have joined \(\langle r^{-2}\rangle\) to \(\langle r^{-1}\rangle\) and \(\langle r^0\rangle\) gives it the coefficient zero. At \(k=-1\), available for \(l\ge1\), the factor \(k+1\) removes \(\langle r^{-1}\rangle\) and leaves

\[
\frac1Z\langle r^{-2}\rangle-\frac L{Z^2}\langle r^{-3}\rangle=0
\quad\Longrightarrow\quad
\langle r^{-3}\rangle=\frac ZL\langle r^{-2}\rangle. \tag{7}
\]

Relations with \(k\ge0\) therefore connect powers from \(-1\) upward, and relations with \(k\le-1\) connect powers from \(-2\) downward. No relation joins the groups. Normalization fixes the first, while all moments in the second could be multiplied by a common factor without violating (1). One more fact about the state is needed.

### Hellmann-Feynman step

The operator \(r^{-2}\) enters \(H\) multiplied by \(l(l+1)/2\), so the response of the energy to a change of \(l\) measures its average. Consider two real values \(l\) and \(\tilde l\), both above \(-1/2\), with the same \(n_r\). Let their solutions be \(u,\tilde u\) and their energies \(E,\tilde E\). From the two radial equations,

\[
\frac{d}{dr}(u\tilde u'-u'\tilde u)=u\tilde u''-u''\tilde u=\left[\frac{\tilde L-L}{r^2}-2(\tilde E-E)\right]u\tilde u .
\]

At the origin \(u\tilde u'-u'\tilde u\) is proportional to \((\tilde l-l)\,r^{l+\tilde l+1}\) and vanishes. It also vanishes at infinity. Integration gives

\[
(\tilde E-E)\int_0^\infty u\tilde u\,dr=\frac{(\tilde l-l)(\tilde l+l+1)}2\int_0^\infty\frac{u\tilde u}{r^2}\,dr ,
\]

where \(\tilde L-L=(\tilde l-l)(\tilde l+l+1)\). Divide by \(\tilde l-l\) and let \(\tilde l\to l\). The solutions of section 2 vary continuously with \(l\), so the integrals tend to \(1\) and \(\langle r^{-2}\rangle\):

\[
\left(\frac{\partial E}{\partial l}\right)_{n_r}=\left(l+\frac12\right)\langle r^{-2}\rangle. \tag{8}
\]

Equation (2) gives \(\partial E/\partial l=Z^2/(n_r+l+1)^3=Z^2/n^3\). Hence

\[
\langle r^{-2}\rangle=\frac{Z^2}{n^3(l+\frac12)},\qquad
\langle r^{-3}\rangle=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)}\quad(l\ge1). \tag{9}
\]

The variable held fixed matters. Differentiating \(-Z^2/(2n^2)\) at fixed \(n\) would give zero, which is impossible for the average of a positive quantity. A continuous change of \(l\) at fixed \(n\) would make \(n_r=n-l-1\) non-integer; the series would not end, and there would be no bound state to follow.

### A classical check

When \(n\) and \(l\) are both large, \(\langle r^{-2}\rangle\) should approach its time average over a Kepler ellipse. An orbit with energy \(-Z^2/(2n^2)\) has semimajor axis \(a=n^2/Z\) and period \(T=2\pi n^3/Z^2\). If its angular momentum is \(l\), then \(r^2\dot\varphi=l\), and

\[
\frac1T\int_0^T\frac{dt}{r^2}=\frac1{Tl}\int_0^{2\pi}d\varphi=\frac{2\pi}{Tl}=\frac{Z^2}{n^3l}.
\]

This is (9) with \(l+\frac12\) replaced by \(l\), as expected when \(l\gg1\).

## 7. The relation at the edge of validity

Hellmann-Feynman is a convenient source of the missing value, but not the only one. At \(k=-2l-1\) the exponent in (5) is zero and the bracket at the origin has the finite value

\[
\frac{A^2}{2}\,[-(2l+1)]\,[2(2l+1)]=-A^2(2l+1)^2 .
\]

By (4) the integrated commutator equals half of this. In (3) the coefficient of \(r^{k-2}\) is identically zero, so that divergent integral never appears. With \(2(k+1)=-4l\) and \(2k+1=-(4l+1)\),

\[
-4lE\langle r^{-2l-1}\rangle-(4l+1)Z\langle r^{-2l-2}\rangle=-\frac{(2l+1)^2}2A^2. \tag{10}
\]

For \(l=0\) this reduces to \(\langle r^{-2}\rangle=A^2/(2Z)\). If the amplitude \(A\) is known from the wavefunction, the inverse square follows. Read the other way, (9) gives \(A^2=4Z^3/n^3\), and the electron density at the nucleus is \(A^2/(4\pi)=Z^3/(\pi n^3)\). Dropping the boundary term for an s state at \(k=-1\) would give the false result \(\langle r^{-2}\rangle=0\).

## 8. Numbers for Z = 2, n = 4

Take \(l=2\). The coefficients in (1) for \(k=1\) are \(2/16=0.125\), \(-3/2=-1.5\) and \((25-1)/16=1.5\); the others are found in the same way. Starting from \(\langle r^{-1}\rangle=2/16=0.125\) bohr\(^{-1}\), the recursion gives, in powers of bohr,

\[
\begin{aligned}
\langle r\rangle&=\frac{1.5-1.5\times0.125}{0.125}=10.5,\\
\langle r^2\rangle&=\frac{2.5\times10.5-2.625}{0.1875}=126,\\
\langle r^3\rangle&=\frac{3.5\times126-3\times10.5}{0.25}=1638 .
\end{aligned}
\]

The mean radius is 5.556 angstrom. The spread is \(\sqrt{126-10.5^2}=3.97\) bohr.

For the inverse square, the energy was computed by diagonalization at values of \(l\) slightly above and below 2, with \(n_r=1\) held fixed. The slope is 0.0625 hartree, in agreement with \(Z^2/n^3=4/64\). Equation (8) then gives \(\langle r^{-2}\rangle=0.0625/2.5=0.025\) bohr\(^{-2}\), equal to the direct integral. From (7), \(\langle r^{-3}\rangle=2\times0.025/6=0.00833\) bohr\(^{-3}\).

The other states of the same shell show what each moment measures:

| \(l\) | \(\langle r^{-2}\rangle\) (bohr\(^{-2}\)) | \(\langle r\rangle\) (bohr) | spread (bohr) |
|---|---|---|---|
| 0 | 0.1250 | 12.0 | 4.24 |
| 1 | 0.0417 | 11.5 | 4.21 |
| 2 | 0.0250 | 10.5 | 3.97 |
| 3 | 0.0179 | 9.0 | 3.00 |

All four have \(\langle r^{-1}\rangle=0.125\) bohr\(^{-1}\), because they share one energy and the virial theorem ties this moment to it. The inverse square changes by a factor of 7, the ratio of \(3+\frac12\) to \(\frac12\). The s state has both the largest mean radius and the largest \(\langle r^{-2}\rangle\): it has the most weight at large distance (probability 0.14 beyond 16 bohr, against 0.02 for \(l=3\)) and also in the innermost region, where \(r^{-2}\) is largest (0.004 inside 0.5 bohr, against 0.0006 for \(l=1\)). At intermediate radii the order differs: inside 2 bohr the p state has the larger probability. For \(l=3\) the relative width is \(3/9=1/3\), as \(1/\sqrt{2n+1}\) requires.

The s state also illustrates (10): \(A^2=0.5\) bohr\(^{-3}\), and \(0.5/(2\times2)=0.125\) bohr\(^{-2}\) reproduces the first entry of the table.

## 9. Use in a calculation

For positive powers, set \(\langle r^0\rangle=1\) and \(\langle r^{-1}\rangle=Z/n^2\), then solve (1) for \(\langle r^k\rangle\) with \(k=1,2,\dots\) in turn. The divisor \((k+1)/n^2\) is never zero there. For negative powers, start from (9) and solve for \(\langle r^{k-2}\rangle\) with \(k=-1,-2,\dots,-2l\). The divisor is nonzero throughout this range, and the sequence ends at the last convergent moment, \(\langle r^{-2l-2}\rangle\). For \(l=0\) there is no downward step. When \(Z\) is an integer, all coefficients are rational and the moments can be computed without rounding. In exact arithmetic, 588 instances of (1) were confirmed by inserting moments found by direct integration.

Equation (1) fails for a screened nucleus, as in a mean-field description of a many-electron atom, because both the energy formula and \(V'\) change. Equation (3) survives for any local central potential. If \(V=L/(2r^2)+U(r)\), with \(U\) no more singular than \(1/r\) at the origin, the choice \(f=1\) gives

\[
L\langle r^{-3}\rangle=\left\langle\frac{dU}{dr}\right\rangle\quad(l\ge1),\qquad
A^2=2\left\langle\frac{dU}{dr}\right\rangle\quad(l=0).
\]

The second relation contains the boundary term of section 7. With \(U=-Z/r\) the two reduce to (7) and to the s-state case of (10). A nonlocal exchange operator adds terms to (3) that are not multiplication by a function of \(r\), and a relativistic treatment replaces the radial equation itself; neither case is covered by the formulas above.

## Calculated quantities

```
Nuclear charge Z = 2, principal quantum number n = 4
Energy E = -0.125000 hartree
Recursion relations verified exactly: 588
Powers left free by recursion and normalization (l=2): [-5, -4, -3, -2]
Recursion for l = 2: factors of <r^k>, <r^(k-1)>, <r^(k-2)>
  k=-1: 0.000000, 0.500000, -1.500000 (atomic units)
  k= 0: 0.062500, -0.500000, 0.000000 (atomic units)
  k= 1: 0.125000, -1.500000, 1.500000 (atomic units)
  k= 2: 0.187500, -2.500000, 2.625000 (atomic units)
  k= 3: 0.250000, -3.500000, 3.000000 (atomic units)
  generated <r^-1> = 0.125000 bohr^-1
  generated <r^1> = 10.500000 bohr^1
  generated <r^2> = 126.000000 bohr^2
  generated <r^3> = 1638.000000 bohr^3
Direct integrals for each l:
  l=0: <r^-2> = 0.125000 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 12.0000 bohr, <r^2> = 162.0000 bohr^2
       <r^3> = 2340.0000 bohr^3, spread = 4.2426 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.125000 bohr^-2
  l=1: <r^-2> = 0.041667 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 11.5000 bohr, <r^2> = 150.0000 bohr^2
       <r^3> = 2100.0000 bohr^3, spread = 4.2131 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.041667 bohr^-2
  l=2: <r^-2> = 0.025000 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 10.5000 bohr, <r^2> = 126.0000 bohr^2
       <r^3> = 1638.0000 bohr^3, spread = 3.9686 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.025000 bohr^-2
  l=3: <r^-2> = 0.017857 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 9.0000 bohr, <r^2> = 90.0000 bohr^2
       <r^3> = 990.0000 bohr^3, spread = 3.0000 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.017857 bohr^-2
  l=1: <r^-3> = 0.041667 bohr^-3
  l=2: <r^-3> = 0.008333 bohr^-3
  l=3: <r^-3> = 0.002976 bohr^-3
l=0 amplitude A^2 = 0.500000 bohr^-3
l=0 edge relation A^2/(2Z) = 0.125000 bohr^-2
l=2 mean radius <r> = 5.5564 angstrom
```
